# Breit–Wheeler Pair Production from Crossed Compton Scattering: a program that tests the result

```python
# Tree-level Breit-Wheeler process: photon + photon -> electron + positron.
# Result under test, with beta the lepton speed in the centre-of-momentum frame:
#   sigma = (pi r_e^2/2)(1-beta^2)[(3-beta^4) L - 2 beta (2-beta^2)],
#   L = ln((1+beta)/(1-beta)); sigma -> pi r_e^2 beta at threshold;
#   a single maximum near one quarter of the Thomson cross section.
# Units inside: hbar = c = m = 1, areas in r_e^2; squared amplitudes in e^4.
# Explicit Dirac spinors and polarization vectors provide the independent side.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

alpha = const.fine_structure
r_e = const.value('classical electron radius')
mass_mev = const.value('electron mass energy equivalent in MeV')
thomson = const.value('Thomson cross section') / r_e**2
barn_per_re2 = r_e**2 / 1e-28

identity = np.eye(4, dtype=complex)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
zero2 = np.zeros((2, 2), complex)
gamma = [np.diag([1, 1, -1, -1]).astype(complex)]
gamma += [np.block([[zero2, s], [-s, zero2]]) for s in pauli]
metric = np.array([1.0, -1.0, -1.0, -1.0])
pol_x = np.array([0.0, 1.0, 0.0, 0.0])
pol_y = np.array([0.0, 0.0, 1.0, 0.0])


def dot(p, q):
    return float(np.sum(metric * p * q))


def slash(p):
    return sum(metric[i] * p[i] * gamma[i] for i in range(4))


def electron_spinors(p):
    return (slash(p) + identity)[:, :2] / np.sqrt(p[0] + 1)


def positron_spinors(p):
    return (identity - slash(p))[:, 2:] / np.sqrt(p[0] + 1)


def pair_kinematics(beta, cos_t):
    energy = 1 / np.sqrt(1 - beta**2)
    sin_t = np.sqrt(1 - cos_t**2)
    k1 = energy * np.array([1.0, 0.0, 0.0, 1.0])
    k2 = energy * np.array([1.0, 0.0, 0.0, -1.0])
    electron = energy * np.array([1.0, beta * sin_t, 0.0, beta * cos_t])
    return k1, k2, electron, k1 + k2 - electron


def pair_strengths(beta, cos_t):
    """Spin-summed squared amplitude for each pair of linear polarizations."""
    k1, k2, pe, pp = pair_kinematics(beta, cos_t)
    ubar = electron_spinors(pe).conj().T @ gamma[0]
    v = positron_spinors(pp)
    prop1 = (slash(pe - k1) + identity) / (-2 * dot(pe, k1))
    prop2 = (slash(pe - k2) + identity) / (-2 * dot(pe, k2))
    out = np.zeros((2, 2))
    for i, e1 in enumerate((pol_x, pol_y)):
        for j, e2 in enumerate((pol_x, pol_y)):
            s1, s2 = slash(e1), slash(e2)
            amp = ubar @ (s1 @ prop1 @ s2 + s2 @ prop2 @ s1) @ v
            out[i, j] = np.sum(abs(amp)**2)
    return out


def compton_kinematics(omega, cos_t):
    sin_t = np.sqrt(1 - cos_t**2)
    omega_out = omega / (1 + omega * (1 - cos_t))
    p = np.array([1.0, 0.0, 0.0, 0.0])
    k = omega * np.array([1.0, 0.0, 0.0, 1.0])
    k_out = omega_out * np.array([1.0, sin_t, 0.0, cos_t])
    return p, k, k_out, p + k - k_out


def compton_explicit(omega, cos_t):
    p, k, kf, pf = compton_kinematics(omega, cos_t)
    pol_in_plane = np.array([0.0, cos_t, 0.0, -np.sqrt(1 - cos_t**2)])
    u = electron_spinors(p)
    ubar = electron_spinors(pf).conj().T @ gamma[0]
    prop_s = (slash(p + k) + identity) / (2 * dot(p, k))
    prop_u = (slash(p - kf) + identity) / (-2 * dot(p, kf))
    total = 0.0
    for e_in in (pol_x, pol_y):
        for e_out in (pol_in_plane, pol_y):
            si, so = slash(e_in), slash(e_out)
            amp = ubar @ (so @ prop_s @ si + si @ prop_u @ so) @ u
            total += np.sum(abs(amp)**2)
    return total / 4


def compton_formula(a, b):
    d = 1 / a - 1 / b
    return 2 * (b / a + a / b + 2 * d + d**2)


def angular_bracket(beta, cos_t):
    w = 1 - beta**2 * cos_t**2
    return -2 + 4 * (2 - beta**2) / w - 4 * (1 - beta**2)**2 / w**2


def sigma_formula(beta):
    log_term = np.log((1 + beta) / (1 - beta))
    return np.pi / 2 * (1 - beta**2) * (
        (3 - beta**4) * log_term - 2 * beta * (2 - beta**2))


nodes, weights = np.polynomial.legendre.leggauss(32)


def sigma_explicit(beta):
    """Angular quadrature of the explicit-spinor squared amplitude."""
    s = 4 / (1 - beta**2)
    vals = [pair_strengths(beta, c).sum() / 4 for c in nodes]
    return 2 * np.pi * beta / (4 * s) * np.dot(weights, vals)


# Spin sums, including the sign that enters when a fermion is crossed
_, _, pe, pp = pair_kinematics(0.6, 0.3)
u, v = electron_spinors(pe), positron_spinors(pp)
assert np.allclose(u @ u.conj().T @ gamma[0], slash(pe) + identity)
assert np.allclose(v @ v.conj().T @ gamma[0], slash(pp) - identity)

# Compton traces from explicit gamma matrices
p, k, kf, pf = compton_kinematics(0.8, -0.35)
a, b = dot(p, k), dot(p, kf)
qs, qu = slash(p + k) + identity, slash(p - kf) + identity
P, PF = slash(p) + identity, slash(pf) + identity
t_ss = t_uu = t_su = 0.0
for m in range(4):
    for n in range(4):
        sign = metric[m] * metric[n]
        gm, gn = gamma[m], gamma[n]
        t_ss += sign * np.trace(PF @ gm @ qs @ gn @ P @ gn @ qs @ gm).real
        t_uu += sign * np.trace(PF @ gn @ qu @ gm @ P @ gm @ qu @ gn).real
        t_su += sign * np.trace(PF @ gm @ qs @ gn @ P @ gm @ qu @ gn).real
assert np.isclose(t_ss, 32 * (1 + a + a * b), rtol=1e-10)
assert np.isclose(t_uu, 32 * (1 - b + a * b), rtol=1e-10)
assert np.isclose(t_su, 16 * (2 + a - b), rtol=1e-10)

# Compton formula against transverse polarizations, then the Thomson limit
for omega, c in ((0.2, 0.7), (0.8, -0.35), (3.0, 0.1)):
    p, k, kf, _ = compton_kinematics(omega, c)
    assert np.isclose(compton_explicit(omega, c),
                      compton_formula(dot(p, k), dot(p, kf)), rtol=1e-9)
soft = 1e-4
soft_sigma = 2 * np.pi * sum(
    w * compton_explicit(soft, c) / (4 * (1 + soft * (1 - c))**2)
    for c, w in zip(nodes, weights))
# The finite photon energy shifts the limit by a relative amount of order soft
assert np.isclose(soft_sigma, thomson, rtol=1e-3)
assert np.isclose(thomson, 8 * np.pi / 3, rtol=1e-7)

# Crossing against the directly calculated pair-production amplitude
for beta, c in ((0.2, 0.9), (0.5, 0.5), (0.85, -0.6)):
    k1, k2, _, pp = pair_kinematics(beta, c)
    direct = pair_strengths(beta, c).sum() / 4
    crossed = -compton_formula(-dot(pp, k1), dot(pp, k2))
    assert np.isclose(direct, crossed, rtol=1e-9)
    assert np.isclose(direct, 2 * angular_bracket(beta, c), rtol=1e-9)

# Two-body phase space from a narrow Gaussian in place of the delta function
beta_ps, width = 0.6, 1e-3
root_s = 2 / np.sqrt(1 - beta_ps**2)
p_mid = beta_ps * root_s / 2
p_grid = np.linspace(p_mid - 0.012, p_mid + 0.012, 4001)
e_grid = np.sqrt(1 + p_grid**2)
gauss = np.exp(-0.5 * ((root_s - 2 * e_grid) / width)**2)
gauss /= width * np.sqrt(2 * np.pi)
density = 4 * np.pi * p_grid**2 * 2 * np.pi * gauss
density /= (2 * np.pi)**3 * 4 * e_grid**2
phase_space = np.sum(density) * (p_grid[1] - p_grid[0])
assert np.isclose(phase_space, beta_ps / (8 * np.pi), rtol=1e-4)

# Total cross section, threshold series and high-energy fall
for beta in (0.05, 0.3, 0.5, 0.7, 0.9):
    assert np.isclose(sigma_explicit(beta), sigma_formula(beta), rtol=1e-8)
small = 0.05
slope_excess = (sigma_explicit(small) / (np.pi * small) - 1) / small**2
assert abs(slope_excess - (1 - 12 / 5 * small**2)) < 1e-5
s_high = 1e6
high_law = 4 * np.pi / s_high * (np.log(s_high) - 1)
assert np.isclose(sigma_formula(np.sqrt(1 - 4 / s_high)), high_law, rtol=1e-4)

# Finite, isotropic threshold strength from perpendicular polarizations
for c in (-0.8, 0.0, 0.6):
    strength = pair_strengths(1e-3, c)
    assert abs(strength.sum() / 4 - 4) < 1e-4
    assert np.trace(strength) / strength.sum() < 1e-5

# Coulomb enhancement from the radial Schroedinger equation
beta_c = np.pi * alpha
eta = -alpha / (2 * beta_c)
rho0, rho1 = 1e-6, 200.0
solution = solve_ivp(lambda r, y: [y[1], -(1 - 2 * eta / r) * y[0]],
                     (rho0, rho1), [rho0 + eta * rho0**2, 1 + 2 * eta * rho0],
                     method='DOP853', rtol=1e-10, atol=1e-12)
k_end = np.sqrt(1 - 2 * eta / rho1)
u_end, du_end = solution.y[:, -1]
coulomb_numeric = 1 / (k_end * u_end**2 + du_end**2 / k_end)
x_c = np.pi * alpha / beta_c
coulomb_formula = x_c / (1 - np.exp(-x_c))
assert solution.success
assert np.isclose(coulomb_numeric, coulomb_formula, rtol=1e-3)
tiny = 1e-5
x_tiny = np.pi * alpha / tiny
threshold_coulomb = sigma_formula(tiny) * x_tiny / (1 - np.exp(-x_tiny))
assert np.isclose(threshold_coulomb, np.pi**2 * alpha, rtol=1e-4)

# Location and uniqueness of the maximum


def stationarity(beta):
    y = beta**2
    right = (1 + 9 * y - 6 * y**2) / (beta * (3 + 2 * y - 3 * y**2))
    return np.log((1 + beta) / (1 - beta)) - right


beta_peak = brentq(stationarity, 0.3, 0.95, xtol=1e-13)
search = minimize_scalar(lambda x: -sigma_explicit(x), bounds=(0.3, 0.9),
                         method='bounded', options={'xatol': 1e-7})
assert abs(search.x - beta_peak) < 1e-5
assert np.isclose(-search.fun, sigma_formula(beta_peak), rtol=1e-9)
z = sp.symbols('z', positive=True)
denom = z * (3 + 2 * z**2 - 3 * z**4)
difference = sp.log(1 + z) - sp.log(1 - z) - (1 + 9*z**2 - 6*z**4) / denom
poly = 3 - 6*z**2 + 102*z**4 - 154*z**6 + 63*z**8
residual = sp.diff(difference, z) - poly / ((1 - z**2) * denom**2)
assert sp.simplify(residual) == 0
assert sp.Poly(poly, z).count_roots(0, 1) == 0
sigma_peak = sigma_formula(beta_peak)
assert 0.24 < sigma_peak / thomson < 0.27

# Head-on collision of unequal photons
energy_peak = 1 / np.sqrt(1 - beta_peak**2)
hard_mev = 1000.0
partner_threshold = mass_mev**2 / hard_mev
partner_peak = (energy_peak * mass_mev)**2 / hard_mev
hard = hard_mev / mass_mev * np.array([1.0, 0.0, 0.0, 1.0])
for partner, s_wanted in ((partner_threshold, 4.0),
                          (partner_peak, 4 * energy_peak**2)):
    other = partner / mass_mev * np.array([1.0, 0.0, 0.0, -1.0])
    assert np.isclose(dot(hard + other, hard + other), s_wanted, rtol=1e-7)

beta_ex, cos_ex = 0.5, np.cos(np.pi / 3)
k1, k2, pe, pp = pair_kinematics(beta_ex, cos_ex)
bracket = angular_bracket(beta_ex, cos_ex)
diff_sigma = beta_ex * (1 - beta_ex**2) * bracket / 8
print(f"fine-structure constant alpha = {alpha:.8f}")
print(f"electron rest energy = {mass_mev:.6f} MeV")
print(f"classical electron radius = {r_e * 1e15:.6f} fm")
print(f"Thomson cross section = {thomson:.6f} r_e^2")
print(f"Thomson cross section = {thomson * barn_per_re2:.6f} barn")
print(f"example: beta = {beta_ex:.3f}")
print(f"example: electron angle = {np.degrees(np.arccos(cos_ex)):.1f} degrees")
print(f"example: photon energy in CM frame = {k1[0]:.6f} m")
print(f"example: s = {dot(k1 + k2, k1 + k2):.6f} m^2")
print(f"example: A = p_plus.k1 = {dot(pp, k1):.6f} m^2")
print(f"example: B = p_plus.k2 = {dot(pp, k2):.6f} m^2")
print(f"example: angular bracket = {bracket:.6f} (no unit)")
print(f"example: explicit-spinor bracket = "
      f"{pair_strengths(beta_ex, cos_ex).sum() / 8:.6f} (no unit)")
print(f"example: dsigma/dOmega = {diff_sigma:.6f} r_e^2/sr")
print(f"example: sigma, closed form = {sigma_formula(beta_ex):.6f} r_e^2")
print(f"example: sigma, quadrature = {sigma_explicit(beta_ex):.6f} r_e^2")
for beta in (0.05, 0.1, 0.2):
    ratio = sigma_explicit(beta) / (np.pi * beta)
    print(f"beta = {beta:.2f}: sigma/(pi r_e^2 beta) = {ratio:.6f} (no unit)")
print(f"Coulomb speed scale pi*alpha = {beta_c:.6f} c")
print(f"Coulomb factor there, formula = {coulomb_formula:.5f} (no unit)")
print(f"Coulomb factor there, radial equation = {coulomb_numeric:.5f} (no unit)")
print(f"threshold sigma with Coulomb factor = {np.pi**2 * alpha:.6f} r_e^2")
print(f"peak: beta = {beta_peak:.6f}")
print(f"peak: beta from direct search = {search.x:.5f}")
print(f"peak: s = {4 * energy_peak**2:.6f} m^2")
print(f"peak: photon energy in CM frame = {energy_peak:.6f} m")
print(f"peak: photon energy in CM frame = {energy_peak * mass_mev:.6f} MeV")
print(f"peak: sigma = {sigma_peak:.6f} r_e^2")
print(f"peak: sigma = {sigma_peak * barn_per_re2:.6f} barn")
print(f"peak: sigma/sigma_Thomson = {sigma_peak / thomson:.6f} (no unit)")
print(f"head-on: hard photon energy = {hard_mev / 1000:.3f} GeV")
print(f"head-on: partner energy at threshold = {partner_threshold * 1e6:.3f} eV")
print(f"head-on: partner energy at peak = {partner_peak * 1e6:.3f} eV")
print("success")
```

It prints:

```
fine-structure constant alpha = 0.00729735
electron rest energy = 0.510999 MeV
classical electron radius = 2.817940 fm
Thomson cross section = 8.377580 r_e^2
Thomson cross section = 0.665246 barn
example: beta = 0.500
example: electron angle = 60.0 degrees
example: photon energy in CM frame = 1.154701 m
example: s = 5.333333 m^2
example: A = p_plus.k1 = 1.666667 m^2
example: B = p_plus.k2 = 1.000000 m^2
example: angular bracket = 2.906667 (no unit)
example: explicit-spinor bracket = 2.906667 (no unit)
example: dsigma/dOmega = 0.136250 r_e^2/sr
example: sigma, closed form = 1.740254 r_e^2
example: sigma, quadrature = 1.740254 r_e^2
beta = 0.05: sigma/(pi r_e^2 beta) = 1.002485 (no unit)
beta = 0.10: sigma/(pi r_e^2 beta) = 1.009760 (no unit)
beta = 0.20: sigma/(pi r_e^2 beta) = 1.036192 (no unit)
Coulomb speed scale pi*alpha = 0.022925 c
Coulomb factor there, formula = 1.58198 (no unit)
Coulomb factor there, radial equation = 1.58198 (no unit)
threshold sigma with Coulomb factor = 0.072022 r_e^2
peak: beta = 0.701317
peak: beta from direct search = 0.70132
peak: s = 7.871613 m^2
peak: photon energy in CM frame = 1.402820 m
peak: photon energy in CM frame = 0.716839 MeV
peak: sigma = 2.141641 r_e^2
peak: sigma = 0.170063 barn
peak: sigma/sigma_Thomson = 0.255640 (no unit)
head-on: hard photon energy = 1.000 GeV
head-on: partner energy at threshold = 261.120 eV
head-on: partner energy at peak = 513.859 eV
success
```
